# Choosing a time integrator for traps spanning twenty decades under gate bias: verification in Python

```python
"""
Exact exponential updates for traps whose time constants span twenty decades.

Result under test: for df/dt = c(1-f) - e f with constant rates c and e,
    f(t+h) = finf + (f-finf) exp(-h/tau),  1/tau = c+e,  finf = c tau,
holds for any step h, while explicit Euler multiplies f-finf by 1-h/tau and
diverges for traps that are fast compared with the steps.
Symbols: f occupation, B barrier (eV), E trap level minus Fermi level (eV),
V gate bias (V), tau time constant (s), shift = threshold-voltage shift (V).
Example: amorphous In-Ga-Zn-O transistor on SiO2, rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, gamma

q, k_B, eps0 = const.e, const.k, const.epsilon_0
temperature = 300.0
kT = k_B * temperature / q                  # eV
oxide_d, trap_x = 100e-9, 1e-9              # m
eps_ox, eps_semi = 3.9 * eps0, 10.0 * eps0
trap_density = 5e11 * 1e4                   # m^-2
level_zero, lever = 0.15, 0.02              # eV, eV per volt
barrier_min, decades = 0.20, 20
attempt, oxide_barrier, oxide_mass = 1e13, 3.0, 0.42
V_stress, V_rest, V_mid = 20.0, 0.0, 10.0
duration, first_time, per_decade = 1e4, 1e-3, 5


def wkb_exponent(depth, field):
    """Twice the integral of the decay constant, barrier lowered by field."""
    def decay(x):
        height = max(oxide_barrier - field * x, 0.0) * q
        return np.sqrt(2 * oxide_mass * const.m_e * height) / const.hbar
    end = depth if field == 0 else min(depth, oxide_barrier / field)
    return 2 * quad(decay, 0, end)[0]


prefactor = attempt * np.exp(-wkb_exponent(trap_x, 0.0))
capacitance = eps_ox / oxide_d
full_shift = q * trap_density / capacitance * (1 - trap_x / oxide_d)


def trap_set(count):
    """Barriers on a uniform grid and the shift per unit occupation of each."""
    barriers = barrier_min + np.linspace(0, decades * np.log(10) * kT, count)
    weights = np.ones(count)
    weights[[0, -1]] = 0.5
    return barriers, full_shift * weights / weights.sum()


def level(V):
    return level_zero - lever * V


def rates(E, barriers, T=temperature):
    thermal = k_B * T / q
    return (prefactor * np.exp(-(barriers + E / 2) / thermal),
            prefactor * np.exp(-(barriers - E / 2) / thermal))


def exact_step(f, capture, emission, h):
    total = capture + emission
    return f - (capture / total - f) * np.expm1(-total * h)


def log_steps(start, end, n):
    times = np.geomspace(start, end, round(n * np.log10(end / start)) + 1)
    return times, np.diff(np.concatenate(([0.0], times)))


B, volts = trap_set(401)
times, steps = log_steps(first_time, duration, per_decade)
c0, e0 = rates(level(V_rest), B)
cs, es = rates(level(V_stress), B)
f_start = c0 / (c0 + e0)
f_inf = cs / (cs + es)
tau_rest, tau_stress = 1 / (c0 + e0), 1 / (cs + es)
assert barrier_min > max(abs(level(V_stress)), abs(level(V_rest))) / 2
assert abs(np.log10(tau_stress[-1] / tau_stress[0]) - decades) < 1e-9
assert np.allclose(f_inf, expit(-level(V_stress) / kT), rtol=1e-12)
assert np.allclose(tau_stress, np.exp(B / kT) / (2 * prefactor
                   * np.cosh(level(V_stress) / (2 * kT))), rtol=1e-10)

# Full three-segment run with the exact update
f = f_start.copy()
history, segment_end = [], []
for V in (V_stress, V_rest, V_mid):
    capture, emission = rates(level(V), B)
    before, record = f.copy(), []
    for h in steps:
        f = exact_step(f, capture, emission, h)
        assert f.min() >= 0 and f.max() <= 1 + 1e-14
        record.append(volts @ (f - f_start))
    single = exact_step(before, capture, emission, duration)
    assert np.max(np.abs(single - f)) < 1e-12
    history.append(np.array(record))
    segment_end.append(f.copy())
stress_shift, rest_shift, mid_shift = history

# Independent implicit solution of the rate equation for nine of the traps
chosen = np.arange(0, 401, 50)
g = f_start[chosen]
radau_error = 0.0
for V, reference in zip((V_stress, V_rest, V_mid), segment_end):
    capture, emission = rates(level(V), B[chosen])
    solution = solve_ivp(lambda t, y: capture * (1 - y) - emission * y,
                         (0, duration), g, method="Radau", rtol=1e-8,
                         atol=1e-10, jac=-np.diag(capture + emission))
    assert solution.success
    g = solution.y[:, -1]
    radau_error = max(radau_error, np.max(np.abs(g - reference[chosen])))
assert radau_error < 1e-6

# Rounding: the increment of the slowest trap in a short step
tiny = 1e-4 / tau_stress[-1]
assert 1 - np.exp(-tiny) == 0 and abs(-np.expm1(-tiny) / tiny - 1) < 1e-12

# Logarithmic stress law and recovery law for the flat barrier distribution
slope = full_shift * (f_inf[0] - f_start[0]) / decades
stress_law = slope * (np.log10(times / tau_stress[0])
                      + np.euler_gamma / np.log(10))
ratio_a = tau_rest[0] / tau_stress[0]
rest_law = slope * np.log10(1 + ratio_a * duration / times)
assert np.max(np.abs(stress_law - stress_shift)) < 1e-5
assert np.max(np.abs(rest_law - rest_shift)) < 1e-5

# Gauss's law: fields on the two sides of a trapped sheet
sheet = 0.4 * trap_density
fields = np.linalg.solve([[trap_x, oxide_d - trap_x], [-1, 1]],
                         [V_stress, q * sheet / eps_ox])
assert abs(fields[0] * oxide_d - (V_stress - 0.4 * full_shift)) < 1e-9


def euler(f, capture, emission, step_list):
    path = []
    for h in step_list:
        f = f + h * (capture * (1 - f) - emission * f)
        path.append(f)
    return np.array(path)


# Euler at constant step on the fastest trap
deviation = {}
for x in (1.5, 1.9, 2.1):
    path = euler(f_start[0], cs[0], es[0], np.full(200, x * tau_stress[0]))
    deviation[x] = abs(path[-1] - f_inf[0])
    if x == 1.5:
        overshoot = path[0]
assert overshoot > 1 and deviation[1.5] < 1e-9
assert deviation[1.9] < 1e-6 and deviation[2.1] > 1e6
fine = euler(f_start[0], cs[0], es[0], np.full(2000, tau_stress[0] / 1000))
assert abs(fine[-1] - exact_step(f_start[0], cs[0], es[0],
                                 2 * tau_stress[0])) < 1e-3

# Euler on the same logarithmic steps as the exact run
euler_path = euler(f_start, cs, es, steps)
euler_end = euler_path[-1]
K, r = len(steps), times[1] / times[0]
growth = np.log10(abs((euler_end[0] - f_inf[0]) / (f_start[0] - f_inf[0])))
growth_law = (K * np.log10(first_time / tau_stress[0])
              + (K - 1) * np.log10(1 - 1 / r) + K * (K - 1) / 2 * np.log10(r))
assert abs(growth - growth_law) < 2e-3
outside = (euler_end < 0) | (euler_end > 1)
slow = tau_stress > steps.max()
assert outside.any() and slow.any()
assert np.all((euler_path[:, slow] >= 0) & (euler_path[:, slow] <= 1))
early_steps = log_steps(1e-9, duration, per_decade)[1]
early_end = euler(f_start[0], cs[0], es[0], early_steps)[-1]
assert early_steps[0] < tau_stress[0] and abs(early_end) > 1e100

backward = f_start.copy()
for h in steps:
    backward = (backward + h * cs) / (1 + h * (cs + es))
backward_shift = volts @ (backward - f_start)


# Feedback of trapped charge: effective bias frozen during each step
def feedback_run(n, barriers, weights):
    capture, emission = rates(level(V_rest), barriers)
    start = capture / (capture + emission)
    f, result = start.copy(), []
    for V in (V_stress, V_rest):
        for h in log_steps(first_time, duration, n)[1]:
            V_eff = V - weights @ (f - start)
            f = exact_step(f, *rates(level(V_eff), barriers), h)
            assert f.min() >= 0 and f.max() <= 1 + 1e-14
        result.append(weights @ (f - start))
    return np.array(result)


coarse, middle, finer = (feedback_run(n, B, volts)[0] for n in (10, 20, 40))
order_ratio = (coarse - middle) / (middle - finer)
assert 1.7 < order_ratio < 2.3
feedback_coarse = feedback_run(per_decade, B, volts)
feedback_fine = feedback_run(160, B, volts)

B_few, volts_few = trap_set(21)
c_few, e_few = rates(level(V_rest), B_few)
start_few = c_few / (c_few + e_few)
y_few, coupled = start_few.copy(), []
for V in (V_stress, V_rest):
    def coupled_rates(y):
        return rates(level(V - volts_few @ (y - start_few)), B_few)

    def slope_function(t, y):
        capture, emission = coupled_rates(y)
        return capture * (1 - y) - emission * y

    def jacobian(t, y):
        capture, emission = coupled_rates(y)
        response = (capture * (1 - y) + emission * y) * lever / (2 * kT)
        return -np.diag(capture + emission) - np.outer(response, volts_few)

    solution = solve_ivp(slope_function, (0, duration), y_few, method="Radau",
                         rtol=1e-7, atol=1e-9, jac=jacobian)
    assert solution.success
    y_few = solution.y[:, -1]
    coupled.append(volts_few @ (y_few - start_few))
feedback_error = np.max(np.abs(feedback_run(320, B_few, volts_few) - coupled))
assert feedback_error < 2e-4


# Size of other neglected effects
def two_segment_shift(E_stress, T):
    capture, emission = rates(level(V_rest), B, T)
    start = capture / (capture + emission)
    stressed = exact_step(start, *rates(E_stress, B, T), duration)
    rested = exact_step(stressed, capture, emission, duration)
    return volts @ (stressed - start), volts @ (rested - start)


hot = two_segment_shift(level(V_stress), temperature + 10)


def fermi_integral(j, eta):
    return quad(lambda u: u**j * expit(eta - u), 0, 60 + max(eta, 0),
                limit=200)[0] / gamma(j + 1)


band_density = 2 * (2 * np.pi * 0.34 * const.m_e * k_B * temperature
                    / const.h**2) ** 1.5
bulk_density = 1e17 * 1e6
eta_bulk = brentq(lambda s: band_density * fermi_integral(0.5, s)
                  - bulk_density, -15, 5)
pressure_bulk = fermi_integral(1.5, eta_bulk)


def surface_bending(V):
    """Band bending in units of kT from the first integral of Poisson."""
    def mismatch(u):
        field = eps_ox / eps_semi * (V - u * kT) / oxide_d
        energy = k_B * temperature * (band_density * (
            fermi_integral(1.5, eta_bulk + u) - pressure_bulk)
            - bulk_density * u)
        return energy - eps_semi * field**2 / 2
    return brentq(mismatch, 1e-3, 30)


bending = {V: surface_bending(V) for V in (V_mid, V_stress)}
moved = {V: u * kT + (V - u * kT) * trap_x / oxide_d
         for V, u in bending.items()}
# Direct integration of Poisson's equation, lengths in Debye lengths
debye = np.sqrt(eps_semi * k_B * temperature / (q**2 * bulk_density))


def poisson(z, y):
    return [y[1], band_density * fermi_integral(0.5, eta_bulk + y[0])
            / bulk_density - 1]


def reached(z, y):
    return y[0] - bending[V_stress]


reached.terminal = True
profile = solve_ivp(poisson, (0, 50), [1e-3, 1e-3], events=reached,
                    rtol=1e-7, atol=1e-9)
assert len(profile.t_events[0]) == 1
field_direct = profile.y_events[0][0][1] * kT / debye
field_integral = (eps_ox / eps_semi
                  * (V_stress - bending[V_stress] * kT) / oxide_d)
assert abs(field_direct / field_integral - 1) < 2e-3
assert barrier_min > abs(level_zero - moved[V_stress]) / 2
electrostatic = two_segment_shift(level_zero - moved[V_stress], temperature)

oxide_field = V_stress / oxide_d
through = wkb_exponent(oxide_d, oxide_field)
channel_density = capacitance * V_stress / q
log_lost = (np.log10(channel_density * 1e-4 * attempt * duration)
            - through / np.log(10))
prefactor_gain = np.exp(wkb_exponent(trap_x, 0.0)
                        - wkb_exponent(trap_x, oxide_field))


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("temperature", temperature, "K")
show("thermal energy", kT, "eV", ".5f")
show("oxide thickness", oxide_d * 1e9, "nm")
show("trap depth", trap_x * 1e9, "nm")
show("trap density", trap_density * 1e-4, "cm^-2")
show("oxide capacitance", capacitance * 1e5, "nF/cm2")
show("rate prefactor with tunnelling", prefactor, "1/s")
print(f"barriers: {B[0]:.3f} to {B[-1]:.3f} eV, {len(B)} traps")
print(f"trap level at 0, 10, 20 V: {level(V_rest):.3f}, "
      f"{level(V_mid):.3f}, {level(V_stress):.3f} eV")
print(f"equilibrium occupation at 0, 10, 20 V: {f_start[0]:.5f}, "
      f"{expit(-level(V_mid) / kT):.5f}, {f_inf[0]:.5f}")
print(f"tau at 20 V: {tau_stress[0]:.3e} to {tau_stress[-1]:.3e} s")
print(f"tau at 0 V: {tau_rest[0]:.3e} to {tau_rest[-1]:.3e} s")
show("tau ratio a, 0 V over 20 V", ratio_a)
show("shift if all traps fill", full_shift, "V")
show("shift per decade S", slope, "V", ".5f")
show("steps per segment", K, "", "d")
print(f"first and largest step: {steps[0]:.3g}, {steps.max():.5g} s")
for name, data in (("20 V", stress_shift), ("0 V", rest_shift),
                   ("10 V", mid_shift)):
    picks = [data[np.argmin(abs(np.log(times / t)))] for t in (1e-3, 1, 1e4)]
    print(f"shift in {name} segment at 1e-3, 1, 1e4 s: "
          + ", ".join(f"{p:.5f}" for p in picks) + " V")
show("largest difference from Radau occupation", radau_error, "", ".1e")
show("Euler first-step occupation, h=1.5 tau", overshoot, "", ".4f")
show("Euler deviation, 200 steps, h=1.9 tau", deviation[1.9], "", ".2e")
show("Euler deviation, 200 steps, h=2.1 tau", deviation[2.1], "", ".2e")
show("Euler fastest trap after first log step", euler_path[0, 0])
show("log10 Euler growth, run", growth, "", ".3f")
show("log10 Euler growth, formula", growth_law, "", ".3f")
show("log10 |Euler shift / 1 V| at 1e4 s",
     np.log10(abs(volts @ (euler_end - f_start))), "", ".2f")
show("Euler traps outside 0..1 at 1e4 s", int(outside.sum()), "", "d")
show("slowest of these, tau", tau_stress[outside].max(), "s")
show("log10 |Euler occupation|, start at 1e-9 s",
     np.log10(abs(early_end)), "", ".2f")
show("Euler steps at stability limit, 1e4 s", duration / (2 * tau_stress[0]))
show("backward Euler shift at 1e4 s", backward_shift, "V", ".5f")
print(f"feedback, 5 steps/decade, stress and rest: "
      f"{feedback_coarse[0]:.5f}, {feedback_coarse[1]:.5f} V")
print(f"feedback, 160 steps/decade, stress and rest: "
      f"{feedback_fine[0]:.5f}, {feedback_fine[1]:.5f} V")
show("feedback error ratio on halving log step", order_ratio, "", ".3f")
show("feedback difference from coupled Radau", feedback_error, "V", ".1e")
print(f"at 310 K, stress and rest: {hot[0]:.5f}, {hot[1]:.5f} V")
show("band density of states", band_density * 1e-6, "cm^-3")
show("assumed bulk electron density", bulk_density * 1e-6, "cm^-3")
show("surface band bending at 20 V", bending[V_stress] * kT, "eV")
print(f"trap level motion at 10, 20 V, Poisson: {moved[V_mid]:.4f}, "
      f"{moved[V_stress]:.4f} eV")
print(f"trap level motion at 10, 20 V, lever: {lever * V_mid:.4f}, "
      f"{lever * V_stress:.4f} eV")
print(f"with Poisson level at 20 V, stress and rest: "
      f"{electrostatic[0]:.5f}, {electrostatic[1]:.5f} V")
show("oxide field at 20 V", oxide_field * 1e-8, "MV/cm")
show("fraction of rough 10 MV/cm breakdown", oxide_field * 1e-8 / 10)
show("log10 electrons/cm2 lost through oxide in 1e4 s", log_lost, "", ".1f")
show("prefactor gain from field at 20 V", prefactor_gain, "", ".3f")
print("no test failed")
```

Output:

```
temperature: 300 K
thermal energy: 0.02585 eV
oxide thickness: 100 nm
trap depth: 1 nm
trap density: 5e+11 cm^-2
oxide capacitance: 34.53 nF/cm2
rate prefactor with tunnelling: 1.012e+08 1/s
barriers: 0.200 to 1.391 eV, 401 traps
trap level at 0, 10, 20 V: 0.150, -0.050, -0.250 eV
equilibrium occupation at 0, 10, 20 V: 0.00301, 0.87370, 0.99994
tau at 20 V: 1.799e-07 to 1.799e+13 s
tau at 0 V: 1.241e-06 to 1.241e+14 s
tau ratio a, 0 V over 20 V: 6.897
shift if all traps fill: 2.297 V
shift per decade S: 0.11448 V
steps per segment: 36
first and largest step: 0.001, 3690.4 s
shift in 20 V segment at 1e-3, 1, 1e4 s: 0.45744, 0.80088, 1.25881 V
shift in 0 V segment at 1e-3, 1, 1e4 s: 0.89738, 0.55394, 0.10274 V
shift in 10 V segment at 1e-3, 1, 1e4 s: 0.34015, 0.64011, 1.03348 V
largest difference from Radau occupation: 3.5e-11
Euler first-step occupation, h=1.5 tau: 1.4984
Euler deviation, 200 steps, h=1.9 tau: 7.03e-10
Euler deviation, 200 steps, h=2.1 tau: 1.89e+08
Euler fastest trap after first log step: 5543
log10 Euler growth, run: 245.669
log10 Euler growth, formula: 245.670
log10 |Euler shift / 1 V| at 1e4 s: 243.14
Euler traps outside 0..1 at 1e4 s: 198
slowest of these, tau: 3589 s
log10 |Euler occupation|, start at 1e-9 s: 268.21
Euler steps at stability limit, 1e4 s: 2.78e+10
backward Euler shift at 1e4 s: 1.25345 V
feedback, 5 steps/decade, stress and rest: 1.23610, 0.08127 V
feedback, 160 steps/decade, stress and rest: 1.23587, 0.08129 V
feedback error ratio on halving log step: 2.055
feedback difference from coupled Radau: 3.0e-06 V
at 310 K, stress and rest: 1.30474, 0.10329 V
band density of states: 4.975e+18 cm^-3
assumed bulk electron density: 1e+17 cm^-3
surface band bending at 20 V: 0.2031 eV
trap level motion at 10, 20 V, Poisson: 0.2425, 0.4011 eV
trap level motion at 10, 20 V, lever: 0.2000, 0.4000 eV
with Poisson level at 20 V, stress and rest: 1.25986, 0.10367 V
oxide field at 20 V: 2 MV/cm
fraction of rough 10 MV/cm breakdown: 0.2
log10 electrons/cm2 lost through oxide in 1e4 s: -20.3
prefactor gain from field at 20 V: 1.214
no test failed
```
